\section*{Permittivity of a Water-Filled Slit Across and Along Its Walls}

\section*{Problem}

Moisture has entered a flat slit of width $L=5$ nm in an interlayer dielectric. Water near a wall can respond much less to a field normal to the wall than bulk water does. Model the filling as interfacial water of total thickness $t=1.5$ nm, half on each wall, with relative permittivity $k_i=2$, and a core of thickness $L-t=3.5$ nm with the bulk value $k_b=80$. Take each layer as uniform, linear, isotropic and free of mobile charge, and the slit as much longer than it is wide.

\begin{enumerate}
\item[(a)] Find the average static permittivity of the slit for a field across it (normal to the walls) and along it (parallel to the walls). Examine the limits and the ratio of the two values.
\item[(b)] Two copper lines, 40 nm high and $g=20$ nm apart, carry a voltage difference $V=0.7$ V. The insulator between them has $k_f=3.0$. The slit stands against one sidewall over the full line height, replacing 5 nm of the film. Find the effective permittivity of the gap, the field in each layer and the voltage across the slit.
\item[(c)] The slit instead lies horizontally at mid-height and runs from line to line. Find the effective permittivity of the gap, first with the core touching the metal, then with 0.75 nm of interfacial water at each end of the core as well.
\item[(d)] Decide which assumptions matter most for these numbers.
\end{enumerate}

In (b) and (c), leave out the fringing field above and below the lines.

\section*{Solution}

\subsection*{(a) The two averages}

Let angle brackets denote an average over the slit width. For either field direction, define the average permittivity by
\begin{equation}
k=\frac{\langle D\rangle}{\varepsilon_0\langle E\rangle},
\end{equation}
where $D$ and $E$ are the components along the applied field. Layer $j$ has thickness $d_j$ and permittivity $k_j$, so $D_j=\varepsilon_0k_jE_j$ and $\sum_j d_j=L$.

\emph{Field across.} There is no free charge at the interfaces, so the normal component $D$ is the same in every layer, and $E_j=D/(\varepsilon_0k_j)$. The average field is the voltage across the slit divided by its width:
\begin{equation}
\langle E\rangle=\frac1L\sum_j E_jd_j=\frac{D}{\varepsilon_0L}\sum_j\frac{d_j}{k_j}.
\end{equation}
Since $\langle D\rangle=D$, the definition gives
\begin{equation}
k_\perp=\frac{L}{\sum_j d_j/k_j}=\frac{L}{t/k_i+(L-t)/k_b}.
\label{eq:across}
\end{equation}
The two wall layers enter only through their sum $t$. Numerically,
\begin{equation}
k_\perp=\frac{5}{1.5/2+3.5/80}=\frac{5}{0.75+0.04375}=\frac{5}{0.79375}=6.30 .
\end{equation}

\emph{Field along.} In a static field $\nabla\times\mathbf E=0$, so the tangential field $E$ is the same on both sides of each interface, and hence in every layer. Now $D$ differs between layers:
\begin{equation}
\langle D\rangle=\frac1L\sum_j\varepsilon_0k_jE\,d_j ,
\qquad
k_\parallel=\frac{t\,k_i+(L-t)\,k_b}{L}.
\label{eq:along}
\end{equation}
This gives
\begin{equation}
k_\parallel=\frac{1.5\times2+3.5\times80}{5}=\frac{3+280}{5}=56.6\approx57 .
\end{equation}

The same water therefore has two very different averages. Across the slit, the interfacial water takes $0.75/0.79375=94.5\,\%$ of the voltage although it fills 30\,\% of the width. Along the slit, the core carries $280/283=98.9\,\%$ of the displacement.

\emph{Limits.} For $t\to0$ both averages become $k_b$, and for $t\to L$ both become $k_i$. For $k_b\to\infty$ the core takes no voltage and
\begin{equation}
k_\perp\to\frac{k_iL}{t}=\frac{2\times5}{1.5}=6.67 ,
\label{eq:limit}
\end{equation}
while $k_\parallel$ grows without limit. Even a perfectly polarizable core would thus raise $k_\perp$ only from 6.30 to 6.67.

\emph{Ratio.} Write $f=t/L$ and multiply (\ref{eq:along}) by the inverse of (\ref{eq:across}):
\begin{align}
\frac{k_\parallel}{k_\perp}
&=\bigl[fk_i+(1-f)k_b\bigr]\left[\frac{f}{k_i}+\frac{1-f}{k_b}\right]\nonumber\\
&=f^2+(1-f)^2+f(1-f)\left(\frac{k_i}{k_b}+\frac{k_b}{k_i}\right)\nonumber\\
&=1+f(1-f)\frac{(k_b-k_i)^2}{k_ik_b}.
\end{align}
The last line uses $f^2+(1-f)^2=1-2f(1-f)$. The added term cannot be negative, so $k_\parallel\ge k_\perp$ in this model. With $f=0.3$ the ratio is $1+0.21\times78^2/160=8.99$, in agreement with $56.6/6.299$.

\subsection*{(b) Slit against a sidewall}

The field crosses 15 nm of film and then the slit. With $D$ common to all layers,
\begin{equation}
V=\frac{D}{\varepsilon_0}\,S,\qquad
S=\frac{g-L}{k_f}+\frac{L}{k_\perp}=5+0.79375=5.79375\ \text{nm}.
\end{equation}
The gap behaves as a uniform insulator with
\begin{equation}
k_{\rm gap}=\frac gS=\frac{20}{5.79375}=3.45 ,
\end{equation}
which is 15\,\% above the intact film. An empty slit would give $20/(5+5)=2.00$. If all the water had the bulk value, the result would be $20/(5+5/80)=3.95$.

The displacement is $D/\varepsilon_0=0.7/5.79375=0.1208$ V/nm, or 1.208 MV/cm. Division by each permittivity gives the fields:
\begin{equation}
E_f=0.403,\qquad E_i=0.604,\qquad E_b=0.0151\ \text{MV/cm}.
\end{equation}
The slit takes $0.1208\times0.79375=0.096$ V, and the film takes the rest of the 0.7 V.

For line height $h=40$ nm, the capacitance per line length is $C=\varepsilon_0k_{\rm gap}h/g$. It rises from 53.1 aF/$\mu$m for the intact film to 61.1 aF/$\mu$m.

\subsection*{(c) Slit from line to line}

\emph{Core touching the metal.} Film and slit now share the same field $V/g$, and their displacements add in proportion to their heights:
\begin{equation}
k_{\rm gap}=\frac{(h-L)k_f+Lk_\parallel}{h}
=\frac{35\times3+5\times56.6}{40}=\frac{388}{40}=9.70 .
\end{equation}
This is 3.2 times the value of the intact film. An empty slit would give $(105+5)/40=2.75$.

\emph{Interfacial water at the ends.} The field in the core must now cross 1.5 nm of water with $k_i=2$ in total. The problem is two-dimensional, because flux can leave the core sideways. Two estimates bracket the answer.

For the first, let $\phi_0$ be the true potential and $\phi_0+\eta$ a trial potential with the same electrode values, so that $\eta=0$ on the metal. Write $\varepsilon=\varepsilon_0k$. Then
\begin{equation}
\int\varepsilon|\nabla(\phi_0+\eta)|^2
=\int\varepsilon|\nabla\phi_0|^2+2\int\varepsilon\nabla\phi_0\cdot\nabla\eta+\int\varepsilon|\nabla\eta|^2 .
\end{equation}
The middle term vanishes on integration by parts: $\nabla\cdot(\varepsilon\nabla\phi_0)=0$ inside, $\eta=0$ on the metal, and no flux crosses the outer sides. The true integral equals $CV^2$, so any trial gives an upper bound on $C$. Choose a potential that depends only on the distance from the line, which makes every vertical slice an equipotential. The end slices, 1.5 nm thick in total, have mean permittivity $(105+5\times2)/40=2.875$; the others have 9.70. In series,
\begin{equation}
k_{\rm gap}\le\frac{20}{1.5/2.875+18.5/9.70}=8.23 .
\end{equation}

For the second, let $\mathbf D_0$ be the true displacement and $\mathbf D_0+\boldsymbol\delta$ a divergence-free trial with the same total flux $Q$ and no flux through the outer sides. The cross term in $\int|\mathbf D_0+\boldsymbol\delta|^2/\varepsilon$ is
\begin{equation}
2\int\mathbf E_0\cdot\boldsymbol\delta=-2\int\nabla\phi_0\cdot\boldsymbol\delta
=-2\oint\phi_0\,\boldsymbol\delta\cdot d\mathbf A=0,
\end{equation}
because $\phi_0$ is constant on each electrode and $\boldsymbol\delta$ carries no net flux there. The true integral is $Q^2/C$, so a trial gives an upper bound on $1/C$, hence a lower bound on $C$. Choose straight horizontal tubes that exchange no flux, each carrying the displacement it would have alone at voltage $V$. If their summed capacitance is $C_t$, then $Q=C_tV$ and the trial integral is $C_tV^2=Q^2/C_t$, so $C\ge C_t$. A tube through the core has
\begin{equation}
k_c=\frac{20}{1.5/2+18.5/80}=20.4 ,
\end{equation}
and therefore
\begin{equation}
k_{\rm gap}\ge\frac{35\times3+1.5\times2+3.5\times20.4}{40}=4.48 .
\end{equation}

A numerical solution of $\nabla\cdot(k\nabla\phi)=0$ gives 5.22 with 0.25 nm cells and 5.23 with 0.125 nm cells, between the bounds. Thus $k_{\rm gap}\approx5.2$, and the capacitance is 93 aF/$\mu$m instead of the 172 aF/$\mu$m found without end layers. The local average $k_\parallel=56.6$ has not changed; the ends prevent the slit from acting as a uniform field-parallel slab.

\subsection*{(d) What the numbers depend on}

\emph{Isotropy of the interfacial water.} A weak response normal to a wall does not imply a weak response parallel to it. If the parallel value is that of bulk water, $k_\parallel=80$ and $k_\perp$ stays at 6.30. The value 57 belongs to the isotropic model.

\emph{Thickness.} With the other parameters fixed, $t=1.2$ nm gives $k_\perp=7.72$ and $k_\parallel=61.3$; $t=1.8$ nm gives 5.32 and 51.9. In relative terms the across value is the more sensitive one, since $t/k_i$ dominates its denominator.

\emph{Temperature and frequency.} Near $100\,^\circ$C bulk water has roughly $k_b=55$. With the interfacial layer held fixed, $k_\perp=6.15$ and $k_\parallel=39.1$. At high frequency the dipoles lag. For a single relaxation frequency $\nu_r$ the response at frequency $\nu$ is $k_\infty+(k_b-k_\infty)/(1+i\nu/\nu_r)$, with real part
\begin{equation}
k'(\nu)=k_\infty+\frac{k_b-k_\infty}{1+(\nu/\nu_r)^2}.
\end{equation}
Rough room-temperature values $\nu_r=19$ GHz and $k_\infty=5$ give $k'=75.1$ at 5 GHz. The loss part is 18.5, so the core value is $75.1-18.5i$. Inserted in (\ref{eq:along}) it gives a real part of 53.2 along. In (\ref{eq:across}) the loss also enters the real part, which stays at 6.30; dropping the loss would give 6.28.

\emph{Ions.} For time dependence $e^{i\omega\tau}$, with $\tau$ the time, a conductivity $\sigma$ changes the core permittivity to $k_b-i\sigma/(\omega\varepsilon_0)$. The two parts are equal in size at $\sigma/(2\pi\varepsilon_0k_b)=2.25$ MHz for an assumed $\sigma=0.01$ S/m. Far below this frequency the core in this model acts as a conductor, and $k_\perp$ tends to the limit 6.67 of (\ref{eq:limit}). The model assumes an unlimited supply of ions and ignores their diffusion. A core only 3.5 nm wide can hold too few ions to screen the field, so 6.67 is an upper limit and the real change may be much smaller. At low frequency a core touching both lines would also leak current, and a permittivity alone would no longer describe it.

\emph{Strong fields.} Suppose groups of $n$ molecules turn together with moment $M$. With $x=ME/(k_BT)$ and $c$ the cosine of the angle to the field, Boltzmann weights give
\begin{equation}
\langle c\rangle=\frac{\int_{-1}^{1}c\,e^{xc}\,dc}{\int_{-1}^{1}e^{xc}\,dc}
=\frac{2x/3+x^3/15+\dots}{2+x^2/3+\dots}
=\frac x3\left(1-\frac{x^2}{15}+\dots\right).
\end{equation}
For $N$ molecules per volume, the weak-field term fixes $M$ through $k_b-1=NM^2/(3n\varepsilon_0k_BT)$. With an assumed $n=10$, at 300 K and the field $0.7\ \text{V}/20\ \text{nm}=0.35$ MV/cm, $x=0.43$ and the ratio of polarization to field falls by 1.2\,\%. The small-signal response, the slope $d\langle c\rangle/dx$, falls about three times as much, by 3.6\,\%. Saturation is minor here; the estimate is proportional to $n$.

\emph{The real case.} A dense low-$k$ film with $k$ near 3 and gaps near 20 nm are roughly typical of fine copper interconnect. A continuous water-filled slit is a severe defect, not the normal state of such a film. The layer values are model parameters: real walls are rough, and their chemistry affects the water. For the sidewall slit in (b), the film field of 0.40 MV/cm is well below the rough few MV/cm at which good films break down. The margin is smaller in (c) with end layers. Most of the voltage then falls across the two thin ends of the slit, where the field at mid-height is about 3 MV/cm, and the film beside them sees more than 1 MV/cm. These are not peak values: at the sharp corners of the core the model field grows without bound, and there the continuum picture with abrupt layers fails. At such fields the constant $k_i$ is also less certain. The 0.7 V supply is also below the 1.23 V needed thermodynamically to split water, which does not rule out corrosion of the copper. Among the changes of assumption sized here, end layers move a gap value the most, from 9.70 to about 5.2; an insulating liner of low permittivity on the metal would act in the same sense, whereas a metallic barrier, the usual kind on copper sidewalls, is part of the electrode and would not. Water taken up by the film's own pores is not included. The numerical output lists the values used.

\section*{Computed values}
\begin{verbatim}
slit width 5.0 nm, interfacial total 1.5 nm, core 3.5 nm
k interfacial 2, k bulk 80
t/ki = 0.75000 nm, (L-t)/kb = 0.04375 nm
sum of d/k = 0.79375 nm
sum of d*k = 3.0 + 280.0 = 283.0 nm
k across: formula 6.299, grid 6.299
k along: formula 56.60, grid 56.60
voltage share of interfacial water, across 94.5 %
displacement share of core, along 98.9 %
line gap 20 nm, line height 40 nm
film k 3.0, voltage 0.7 V
sidewall slit: series sum 5.79375 nm
sidewall slit: gap k with water 3.452
sidewall slit: gap k empty 2.000
sidewall slit: gap k if all water were bulk 3.951
sidewall slit: change from intact film 15.1 %
field in film 0.403 MV/cm
field in interfacial water 0.604 MV/cm
field in core 0.0151 MV/cm
voltage across sidewall slit 0.0959 V
bridging slit, no end layers: gap k 9.70
bridging slit, empty: gap k 2.75
bridging slit, end layers: gap k 5.23 (grid 0.125 nm)
same on grid 0.25 nm: 5.22
bounds with end layers: 4.48 to 8.23
core k from line to line with end layers 20.38
C per length, intact film 53.1 aF/um
C per length, sidewall slit 61.1 aF/um
C per length, bridge without ends 171.8 aF/um
C per length, bridge with ends 93 aF/um
k along if interfacial in-plane k is bulk 80.0
t = 1.2 nm: across 7.72, along 61.3
t = 1.8 nm: across 5.32, along 51.9
hot water, rough k 55: across 6.15, along 39.1
rough relaxation 19 GHz, k far above it 5
at 5 GHz: core k 75.1, across 6.28, along 53.2
rough conductivity 0.01 S/m: corner 2.25 MHz
k across far below that corner 6.67
field along bridging slit, no end layers 0.35 MV/cm
saturation: assumed group 10 molecules, 300 K, x = 0.43
saturation: fall of core k along the slit 1.2 %
rough Gibbs energy 237 kJ/mol: splitting 1.23 V
\end{verbatim}
